# Cu L3 RIXS amplitudes from an x²−y² hole: a tutorial sheet

## Problem

A Cu$^{2+}$ ion has the configuration $3d^9$, with its single hole in the $x^2-y^2$ orbital. A photon tuned to the L$_3$ edge lifts a $2p$ electron into this hole. A $3d$ electron then fills the core hole and emits a photon, which leaves a hole in some $d$ orbital $f$ with some spin.

The scattering plane is $xz$. The sample surface is normal to $z$, and $x$ points along a lobe of $x^2-y^2$. The incidence angle $\theta$ and the exit angle $\beta$ are measured from the surface, so the wave vectors have directions

$$\hat k=(\cos\theta,0,-\sin\theta),\qquad \hat k'=(\cos\beta,0,\sin\beta).$$

Since $\hat k\cdot\hat k'=\cos(\theta+\beta)$, the scattering angle is $\theta+\beta$. The linear polarizations are

$$\sigma=\sigma'=(0,1,0),\quad \pi=(\sin\theta,0,\cos\theta),\quad \pi'=(-\sin\beta,0,\cos\beta).$$

Assume dipole transitions, real crystal-field orbitals, no spin-orbit coupling in the $3d$ shell and no reabsorption of the emitted light. Neglect the L$_2$ edge.

1. Find the scattering amplitude for each final orbital as a $2\times2$ matrix in the spin of the ion.
2. Evaluate it for the four polarization channels as a function of $\theta$ and $\beta$.
3. Let the spin lie in the surface plane at azimuth $\varphi$ from $x$. Separate the amplitudes that keep the spin from those that flip it. Give numbers for a scattering angle of $130^\circ$, $\theta=105^\circ$ and $\varphi=45^\circ$.
4. The detector does not analyse polarization. Find the intensities at $\theta=25^\circ$, $65^\circ$ and $105^\circ$, and the total over all final states.

## Hints

**Hint 1.** Write each $d$ orbital as a quadratic form $\hat n^TQ\hat n$ with a symmetric traceless matrix $Q$. The dipole integrals then follow from the angular average of four components of $\hat n$.

**Hint 2.** The intermediate state $2p^53d^{10}$ has a full $3d$ shell, so its L$_3$ states differ only in the core-hole quantum number $m$ and are degenerate. Their sum is a projector on $j=3/2$, which can be written with $\mathbf L\cdot\mathbf S$.

**Hint 3.** The ion's spin is opposite to that of the missing electron. Define the two ion states with the total spin-lowering operator, so that their relative sign is right.

**Hint 4.** For the total intensity, use the completeness of the five matrices $Q$.

## Solution

### 1. The amplitude matrix

**Dipole integrals.** The real orbitals have the angular parts

$$Y_d=\sqrt{\tfrac{15}{16\pi}}\sum_{jk}Q^d_{jk}n_jn_k,\qquad Y_{p_a}=\sqrt{\tfrac{3}{4\pi}}\,n_a .$$

Here $Q=\mathrm{diag}(1,-1,0)$ for $x^2-y^2$ and $Q=\mathrm{diag}(-1,-1,2)/\sqrt3$ for $3z^2-r^2$. For $xy$, $xz$ and $yz$, the two matching off-diagonal elements are 1 and the rest vanish. In every case $\mathrm{Tr}\,Q^2=2$.

The integral over the sphere is

$$\int n_in_an_jn_k\,d\Omega=\frac{4\pi}{15}(\delta_{ia}\delta_{jk}+\delta_{ij}\delta_{ak}+\delta_{ik}\delta_{aj}).$$

Contraction with $Q_{jk}$ removes the first term, because $Q$ is traceless. The other two are equal, because $Q$ is symmetric. Hence

$$\langle d|n_i|p_a\rangle=\frac{\sqrt{45}}{8\pi}\cdot\frac{8\pi}{15}\,Q^d_{ia}=\frac{Q^d_{ia}}{\sqrt5}.$$

With the radial integral $R=\int R_{3d}\,r\,R_{2p}\,r^2dr$, a transition between $p_a$ and $d$ has the matrix element $(R/\sqrt5)(Q^d\epsilon)_a$. Two such factors occur, so $A_0=R^2/5$ is the natural unit. Define

$$\mathbf a=Q^{x^2-y^2}\boldsymbol\epsilon,\qquad \mathbf b=Q^f\boldsymbol\epsilon'^* .$$

The conjugate appears because the second photon is emitted.

**Core projector.** For a $p$ electron, $\mathbf L\cdot\mathbf S$ equals $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. The combination $\tfrac23(1+\mathbf L\cdot\mathbf S)$ is therefore 1 on the first level and 0 on the second. With Pauli matrices $\boldsymbol\tau$ and $\mathbf S=\boldsymbol\tau/2$,

$$P_{3/2}=\tfrac23+\tfrac13\mathbf L\cdot\boldsymbol\tau,\qquad (L_k)_{ac}=-i\varepsilon_{kac}.$$

The second relation holds in the basis $p_x,p_y,p_z$. For example, $L_zp_x=ip_y$.

**Following the electrons.** Let $|F\rangle$ have full $2p$ and $3d$ shells, and let $d_{0s}$ remove an electron of spin $s$ from $x^2-y^2$. In the initial state $d_{0s}|F\rangle$, only the empty spin orbital can accept the core electron. Moving $p_{as}$ past one operator changes the sign:

$$d^\dagger_{0s}p_{as}d_{0s}|F\rangle=-p_{as}d^\dagger_{0s}d_{0s}|F\rangle=-p_{as}|F\rangle .$$

Keeping the $j=3/2$ part replaces $p_{as}$ by $\sum_{cs'}(P_{3/2})_{as,cs'}\,p_{cs'}$. In the emission, a $d$ electron of spin $s'$ fills the core hole:

$$p^\dagger_{cs'}d_{fs'}p_{cs'}|F\rangle=-d_{fs'}|F\rangle .$$

The two minus signs cancel. In units of $A_0$, the amplitude from missing spin $s$ to missing spin $s'$ is

$$M_{ss'}=\sum_{ac}a_a(P_{3/2})_{as,cs'}b_c=\left[\tfrac23\,\mathbf a\cdot\mathbf b-\tfrac i3(\mathbf a\times\mathbf b)\cdot\boldsymbol\tau\right]_{ss'},$$

because $\sum_{ac}\varepsilon_{kac}a_ab_c=(\mathbf a\times\mathbf b)_k$.

**Spin of the ion.** Take $|{\uparrow}\rangle=d_{\downarrow}|F\rangle$. The lowering operator $S^-=\sum c^\dagger_\downarrow c_\uparrow$ gives

$$|{\downarrow}\rangle=d^\dagger_\downarrow d_\uparrow d_\downarrow|F\rangle=-d_\uparrow|F\rangle .$$

Let $B$ have the final ion spin as row and the initial one as column. Then $B_{\uparrow\uparrow}=M_{\downarrow\downarrow}$, $B_{\downarrow\downarrow}=M_{\uparrow\uparrow}$, $B_{\downarrow\uparrow}=-M_{\downarrow\uparrow}$ and $B_{\uparrow\downarrow}=-M_{\uparrow\downarrow}$. If $M=m_0+\mathbf m\cdot\boldsymbol\tau$, these four relations say $B=m_0-\mathbf m\cdot\boldsymbol\tau$. Thus

$$\boxed{B_f=\tfrac23\,\mathbf a\cdot\mathbf b+\tfrac i3(\mathbf a\times\mathbf b)\cdot\boldsymbol\tau}$$

The full amplitude is $A_0B_f/(\hbar\omega-E_{3/2}+i\Gamma)$, apart from constant prefactors. Here $E_{3/2}$ is the L$_3$ excitation energy and $\Gamma$ the half width of the core-hole level. The denominator is common to all final states, so it drops out of their ratios.

The first term leaves the spin alone. The second comes from the core spin-orbit coupling and acts on the spin.

### 2. The four channels

For incident $\sigma$, $\mathbf a=(0,-1,0)$, so

$$\mathbf a\cdot\mathbf b=-b_y,\qquad \mathbf a\times\mathbf b=(-b_z,0,b_x).$$

For incident $\pi$, $\mathbf a=(\sin\theta,0,0)$, so

$$\mathbf a\cdot\mathbf b=b_x\sin\theta,\qquad \mathbf a\times\mathbf b=\sin\theta\,(0,-b_z,b_y).$$

The $z$ component of $\pi$ has dropped out, because $z$-polarized light has no matrix element from $2p$ to $x^2-y^2$. Absorption of $\pi$ light therefore vanishes as $\theta\to0$.

With $S=\sin\beta$ and $C=\cos\beta$, multiplying $Q^f$ into the outgoing polarization gives $\mathbf b$:

| $f$ | $\sigma'$ | $\pi'$ |
|---|---|---|
| $x^2-y^2$ | $(0,-1,0)$ | $(-S,0,0)$ |
| $3z^2-r^2$ | $(0,-1,0)/\sqrt3$ | $(S,0,2C)/\sqrt3$ |
| $xy$ | $(1,0,0)$ | $(0,-S,0)$ |
| $xz$ | $(0,0,0)$ | $(C,0,-S)$ |
| $yz$ | $(0,0,1)$ | $(0,C,0)$ |

Insertion into $B_f$ gives, for incident $\sigma$, the following values of $3B_f$:

| $f$ | $\sigma\to\sigma'$ | $\sigma\to\pi'$ |
|---|---|---|
| $x^2-y^2$ | $2$ | $-iS\tau_z$ |
| $3z^2-r^2$ | $2/\sqrt3$ | $i(S\tau_z-2C\tau_x)/\sqrt3$ |
| $xy$ | $i\tau_z$ | $2S$ |
| $xz$ | $0$ | $i(S\tau_x+C\tau_z)$ |
| $yz$ | $-i\tau_x$ | $-2C$ |

For incident $\pi$, every entry has a factor $\sin\theta$. The table lists $3B_f/\sin\theta$:

| $f$ | $\pi\to\sigma'$ | $\pi\to\pi'$ |
|---|---|---|
| $x^2-y^2$ | $-i\tau_z$ | $-2S$ |
| $3z^2-r^2$ | $-i\tau_z/\sqrt3$ | $2(S-iC\tau_y)/\sqrt3$ |
| $xy$ | $2$ | $-iS\tau_z$ |
| $xz$ | $0$ | $2C+iS\tau_y$ |
| $yz$ | $-i\tau_y$ | $iC\tau_z$ |

When the hole returns to $x^2-y^2$, the parallel channels act as a number and the crossed channels as $\tau_z$. The reason is that $\mathbf a$ and $\mathbf b$ then lie along $y$ for $\sigma$ and $\sigma'$ and along $x$ for $\pi$ and $\pi'$. In the parallel channels they are collinear and the cross product vanishes. In the crossed channels they are perpendicular, so the dot product vanishes and the cross product points along $z$.

### 3. Spin kept and spin flipped

Write $B=u+i\mathbf v\cdot\boldsymbol\tau$, where $u$ and $\mathbf v$ are real for linear polarization. Spin states along the azimuth $\varphi$ are

$$|\pm\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm e^{i\varphi}\end{pmatrix}.$$

The expectation values of $\tau_x,\tau_y,\tau_z$ in $|+\rangle$ are $\cos\varphi,\sin\varphi,0$. For the flip,

$$\langle-|\tau_x|+\rangle=\tfrac12(e^{i\varphi}-e^{-i\varphi})=i\sin\varphi,$$

$$\langle-|\tau_y|+\rangle=-\tfrac i2(e^{i\varphi}+e^{-i\varphi})=-i\cos\varphi,$$

and $\langle-|\tau_z|+\rangle=1$. An ion that starts in $|+\rangle$ therefore has the amplitudes

$$B_{\rm kept}=u+i(v_x\cos\varphi+v_y\sin\varphi),$$

$$B_{\rm flip}=iv_z-(v_x\sin\varphi-v_y\cos\varphi).$$

At $\theta=105^\circ$ the exit angle is $\beta=25^\circ$, which is grazing exit. Here $\sin\theta=0.9659$, $S=0.4226$ and $C=0.9063$. As an example, take $xz$ in $\sigma\to\pi'$. The table gives $u=0$ and $\mathbf v=(S,0,C)/3=(0.141,0,0.302)$. With $\cos45^\circ=\sin45^\circ=0.707$, the kept amplitude is $0.100i$ and the flipped one is $-0.100+0.302i$.

All entries follow in this way. Each cell gives "kept; flipped" in units of $A_0$.

| $f$ | $\sigma\to\sigma'$ | $\sigma\to\pi'$ |
|---|---|---|
| $x^2-y^2$ | $0.667;\ 0$ | $0;\ -0.141i$ |
| $3z^2-r^2$ | $0.385;\ 0$ | $-0.247i;\ 0.247+0.081i$ |
| $xy$ | $0;\ 0.333i$ | $0.282;\ 0$ |
| $xz$ | $0;\ 0$ | $0.100i;\ -0.100+0.302i$ |
| $yz$ | $-0.236i;\ 0.236$ | $-0.604;\ 0$ |

| $f$ | $\pi\to\sigma'$ | $\pi\to\pi'$ |
|---|---|---|
| $x^2-y^2$ | $0;\ -0.322i$ | $-0.272;\ 0$ |
| $3z^2-r^2$ | $0;\ -0.186i$ | $0.157-0.238i;\ -0.238$ |
| $xy$ | $0.644;\ 0$ | $0;\ -0.136i$ |
| $xz$ | $0;\ 0$ | $0.584+0.096i;\ 0.096$ |
| $yz$ | $-0.228i;\ -0.228$ | $0;\ 0.292i$ |

### 4. Intensities without polarization analysis

The two outgoing polarizations are orthogonal photon states, so their intensities add. For $yz$ with incident $\sigma$ at $\theta=105^\circ$, the kept intensity is $0.236^2+0.604^2=0.421$ and the flipped one is $0.236^2=0.056$, in units of $A_0^2$. The full set, again as "kept; flipped", is:

| Incident $\sigma$ | $25^\circ$ | $65^\circ$ | $105^\circ$ |
|---|---|---|---|
| $x^2-y^2$ | 0.444; 0.104 | 0.444; 0.091 | 0.444; 0.020 |
| $3z^2-r^2$ | 0.153; 0.040 | 0.161; 0.044 | 0.209; 0.067 |
| $xy$ | 0.415; 0.111 | 0.365; 0.111 | 0.079; 0.111 |
| $xz$ | 0.052; 0.059 | 0.046; 0.065 | 0.010; 0.101 |
| $yz$ | 0.085; 0.056 | 0.135; 0.056 | 0.421; 0.056 |

| Incident $\pi$ | $25^\circ$ | $65^\circ$ | $105^\circ$ |
|---|---|---|---|
| $x^2-y^2$ | 0.074; 0.020 | 0.300; 0.091 | 0.074; 0.104 |
| $3z^2-r^2$ | 0.026; 0.008 | 0.111; 0.041 | 0.081; 0.091 |
| $xy$ | 0.079; 0.019 | 0.365; 0.075 | 0.415; 0.019 |
| $xz$ | 0.015; 0.009 | 0.103; 0.037 | 0.350; 0.009 |
| $yz$ | 0.010; 0.011 | 0.046; 0.062 | 0.052; 0.137 |

If the energy losses are small compared with the photon energy, both photons have nearly the same wave number $k$. The in-plane momentum transfer is then $q_x=k(\cos\theta-\cos\beta)$, which equals $1.165k$, $0$ and $-1.165k$ at the three angles. Going from $25^\circ$ to $105^\circ$ reverses $q_x$ and changes most intensities, because the polarization factors change too. Six of the twenty stay the same: the kept $x^2-y^2$ and the flipped $xy$ for both incident polarizations, the flipped $yz$ for $\sigma$ and the flipped $xz$ for $\pi$.

**The spin flip within $x^2-y^2$.** For an in-plane spin, $\tau_z$ is a pure flip. The channel table then gives the flipped-to-kept ratios

$$\frac{I_{\rm flip}}{I_{\rm kept}}=\frac{S^2/9}{4/9}=\frac{\sin^2\beta}{4}\quad(\sigma),$$

$$\frac{I_{\rm flip}}{I_{\rm kept}}=\frac{\sin^2\theta/9}{4S^2\sin^2\theta/9}=\frac1{4\sin^2\beta}\quad(\pi).$$

At $\theta=105^\circ$ they are $0.045$ and $1.40$. The $\pi$ ratio exceeds 1 when $\sin\beta<1/2$, so incident $\pi$ light at exit angles below $30^\circ$ favours the spin flip. The flip itself stays finite as $\beta\to0$, while the spin-conserving line fades as $\sin^2\beta$.

**Total.** Because $u$ and $\mathbf v$ are real, $B^\dagger B=u^2+v^2$, so the sum over final spins does not depend on the initial spin. The matrices $Q^f/\sqrt2$ are an orthonormal basis of the symmetric traceless matrices. Twice the projector on that space is

$$\sum_fQ^f_{ai}Q^f_{cj}=\delta_{ac}\delta_{ij}+\delta_{aj}\delta_{ic}-\tfrac23\delta_{ai}\delta_{cj}.$$

Contraction with $\epsilon'_i\epsilon'_j$ gives $\sum_fb_ab_c=\delta_{ac}+\tfrac13\epsilon'_a\epsilon'_c$. It follows that

$$\sum_f(\mathbf a\cdot\mathbf b)^2=a^2+\tfrac13(\mathbf a\cdot\boldsymbol\epsilon')^2,\qquad \sum_fb^2=\tfrac{10}3 .$$

Using $|\mathbf a\times\mathbf b|^2=a^2b^2-(\mathbf a\cdot\mathbf b)^2$,

$$\sum_f(u^2+v^2)=\tfrac13\sum_f(\mathbf a\cdot\mathbf b)^2+\tfrac{10}{27}a^2=\tfrac{19}{27}a^2+\tfrac19(\mathbf a\cdot\boldsymbol\epsilon')^2 .$$

The sum over $\sigma'$ and $\pi'$ yields

$$I_\sigma=\tfrac{41}{27},\qquad I_\pi=\sin^2\theta\left(\tfrac{38}{27}+\tfrac19\sin^2\beta\right).$$

The first is $1.52$ at every angle. The second is $0.27$, $1.23$ and $1.33$ at the three angles. For incident $\sigma$, the geometry only redistributes intensity among the final states.

**Where the result fails.** Spin-orbit coupling in the $3d$ shell mixes the final orbitals and spins, most strongly where two levels that $\mathbf L\cdot\mathbf S$ connects lie close together, as $xz$ and $yz$ may. A low-symmetry crystal field can mix $3z^2-r^2$ into the initial hole and so changes $\mathbf a$. Reabsorption of the emitted light is left out, so the tables describe a single ion and not a thick sample. In zero field the two spin states of a single ion are degenerate, so the model gives the weight of the spin flip but no energy loss for it.

## Variation 1: spin along $z$

*How do the results change if the spin points along the surface normal?*

For an ion that starts in $|{\uparrow}\rangle$, the matrix $B=u+i\mathbf v\cdot\boldsymbol\tau$ gives

$$B_{\rm kept}=u+iv_z,\qquad B_{\rm flip}=iv_x-v_y .$$

For $x^2-y^2$ and $xy$, the channel tables contain no $\tau_x$ or $\tau_y$, so these two final orbitals show no spin flip in any channel. The crossed-channel intensity of $x^2-y^2$ remains, but it now belongs to the unflipped state. For incident $\sigma$ at $\theta=105^\circ$, the kept intensity becomes $0.444+0.020=0.464$. Flips survive for $3z^2-r^2$, $xz$ and $yz$.

## Variation 2: the neglected L$_2$ edge

*How large is the L$_2$ contribution at the L$_3$ peak, and what happens without core spin-orbit splitting?*

The $j=1/2$ projector is $1-P_{3/2}=\tfrac13-\tfrac13\mathbf L\cdot\boldsymbol\tau$. The steps of part 1 then give

$$B_f^{(1/2)}=\tfrac13\,\mathbf a\cdot\mathbf b-\tfrac i3(\mathbf a\times\mathbf b)\cdot\boldsymbol\tau .$$

Let the L$_2$ edge lie $\Delta$ above L$_3$, with the same half width $\Gamma$. At the L$_3$ peak the denominators are $i\Gamma$ and $-\Delta+i\Gamma$. After multiplication by $i\Gamma$, the amplitude is

$$B_f+\frac{i\Gamma}{-\Delta+i\Gamma}\,B_f^{(1/2)} .$$

For the round values $\Delta=20$ eV and $\Gamma=0.3$ eV, the factor has magnitude $0.3/\sqrt{20^2+0.3^2}=0.015$. At $\theta=105^\circ$, with spins referred to $z$, the largest element of $B_f^{(1/2)}$ is the flip to $3z^2-r^2$ in $\sigma\to\pi'$. Its size is $2C/(3\sqrt3)=0.349$, so the largest change is $0.005A_0$.

For $\Delta\to0$ the factor tends to 1. The vector terms cancel and the amplitude becomes $\mathbf a\cdot\mathbf b$, which cannot flip a spin. For general $\Delta$ the vector term, which carries every spin flip, is multiplied by $1-\frac{i\Gamma}{-\Delta+i\Gamma}=\frac{\Delta}{\Delta-i\Gamma}$. At the L$_3$ peak the flipped intensity is therefore $\Delta^2/(\Delta^2+\Gamma^2)$ times its pure L$_3$ value. It reaches one half at $\Delta=\Gamma$ and vanishes as $(\Delta/\Gamma)^2$ when the splitting is small against the core-hole width.

All numerical values are calculated from the stated model.
